**Midthickness traps and the halved tunneling exponent**

For equal-energy traps at the Fermi level of a rectangular barrier, the low-bias elastic current is largest at midthickness and scales as exp(−κd), while direct tunneling scales as exp(−2κd). Here d is the thickness and κ the decay constant in the barrier. The program solves the one-dimensional wave problem with a delta-well trap and asserts that resonance areas and heights, the best position and the thickness slopes agree with the derived formulas. It also asserts the low-bias conductance from a three-state rate matrix, the effective slab width, the optimum shifts for unequal contacts and finite bias, and the point-trap rate at large distance. The computed ratio of trap to direct slopes is 0.499986, and the largest relative error in resonance area is 8×10⁻⁵. For a nine-layer hBN model at 300 K and 10 mV, one aligned central trap carries 5.5 pA with three-dimensional rates, and 1.4×10⁶ such traps per cm² match the direct current. Estimates of level misalignment, lattice relaxation, image force and two-band dispersion show that the absolute current depends strongly on the model's assumptions.

## Numerical verification

```python
"""
Result under test: for traps of equal energy in a rectangular barrier at low
bias, the two-step current is largest for a trap at midthickness, where it
scales as exp(-kappa*d); direct tunneling scales as exp(-2*kappa*d).

Symbols: d thickness, x trap distance from the left face, U barrier height
above the carrier energy, kappa decay constant, m_b barrier mass, m_e electrode
mass, gamma rate prefactor, GL and GR trap-electrode rates,
S = GL*GR/(GL+GR) series rate, f Fermi occupation of the trap energy.
SI units are used inside unless a name ends in _nm or _eV.
"""
import numpy as np
from scipy import constants as C
from scipy.integrate import quad, trapezoid
from scipy.optimize import minimize_scalar
from scipy.special import digamma, j0

e, hbar, h, m_e = C.e, C.hbar, C.h, C.m_e
nm = 1e-9

# Rough typical inputs for an hBN film between metal electrodes
layers = 9
d_nm = 3.0
U_eV = 3.0
mass_ratio = 0.3
fermi_eV = 5.0
temperature = 300.0
bias = 0.010
gap_eV = 6.0
eps_r = 3.0
breakdown_MV_cm = 10.0
relaxation_eV, phonon_eV = 0.30, 0.15
detuning_eV = 0.20
inplane_mass_ratio = 0.5      # in-plane mass / normal mass

m_b = mass_ratio * m_e
d = d_nm * nm
layer_nm = d_nm / layers
kT_eV = C.k * temperature / e
kappa = np.sqrt(2 * m_b * U_eV * e) / hbar
k_el = np.sqrt(2 * m_e * fermi_eV * e) / hbar
kappa_nm, k_nm = kappa * nm, k_el * nm
v_k, v_b = hbar * k_el / m_e, hbar * kappa / m_b
gamma = 4 * kappa * v_k * v_b**2 / (v_k**2 + v_b**2)


def rates(x_nm, thick_nm=d_nm):
    return (gamma * np.exp(-2 * kappa_nm * x_nm),
            gamma * np.exp(-2 * kappa_nm * (thick_nm - x_nm)))


def series(a, b):
    return 1 / (1 / a + 1 / b)


def transmission(energy_eV, thick_nm, x_nm, trap_kappa):
    """Exact 1D transmission; energy is measured from the isolated trap level.
    A delta well binds with decay constant trap_kappa; zero means no trap."""
    q = np.sqrt(2 * m_b * (U_eV - energy_eV) * e) / hbar
    k = np.sqrt(2 * m_e * (fermi_eV + energy_eV) * e) / hbar
    psi = np.ones_like(q, dtype=complex)
    slope = 1j * k * m_b / m_e           # m_b * psi' / local mass

    def go_left(p, s, length):
        ch, sh = np.cosh(q * length), np.sinh(q * length)
        return p * ch - s * sh / q, s * ch - p * q * sh

    psi, slope = go_left(psi, slope, (thick_nm - x_nm) * nm)
    slope = slope + 2 * trap_kappa * psi
    psi, slope = go_left(psi, slope, x_nm * nm)
    incident = 0.5 * (psi + slope * m_e / (m_b * 1j * k))
    return 1 / np.abs(incident)**2


def resonance(thick_nm, x_nm):
    """Area (J) and peak of the exact resonance."""
    found = minimize_scalar(
        lambda u: float(1 / transmission(u, thick_nm, x_nm, kappa)),
        bounds=(-0.01, 0.01), method="bounded", options={"xatol": 1e-11})
    # The estimated width only places the integration points.
    half = hbar * sum(rates(x_nm, thick_nm)) / (2 * e)
    reach = np.arctan(300.0)
    theta = np.linspace(-reach, reach, 4001)
    values = transmission(found.x + half * np.tan(theta), thick_nm, x_nm, kappa)
    area = trapezoid(values * half / np.cos(theta)**2, theta) * e
    return area * np.pi / (2 * reach), 1 / found.fun


# Exact resonance against rates, at the centre and one layer to either side
mid = d_nm / 2
area_errors = []
for x in (mid - layer_nm, mid, mid + layer_nm):
    GL, GR = rates(x)
    area, peak = resonance(d_nm, x)
    area_errors.append(abs(area / (h * series(GL, GR)) - 1))
    assert area_errors[-1] < 0.005
    assert abs(peak / (4 * GL * GR / (GL + GR)**2) - 1) < 0.005

# Best position from exact transmission alone
offsets = np.linspace(-0.4, 0.4, 9)
areas = np.array([resonance(d_nm, mid + s)[0] for s in offsets])
assert np.argmax(areas) == 4

# Direct formula and thickness slopes from exact transmission
T_exact = float(transmission(0.0, d_nm, mid, 0.0))
T_formula = (16 * v_k**2 * v_b**2 / (v_k**2 + v_b**2)**2
             * np.exp(-2 * kappa * d))
assert abs(T_exact / T_formula - 1) < 1e-6
thin_nm = 2.4
trap_slope = np.log(resonance(thin_nm, thin_nm / 2)[0] / areas[4]) / (
    d_nm - thin_nm)
direct_slope = np.log(float(transmission(0.0, thin_nm, thin_nm / 2, 0.0))
                      / T_exact) / (d_nm - thin_nm)
slope_ratio = trap_slope / direct_slope
assert abs(slope_ratio - 0.5) < 0.002


def fermi(energy_eV):
    return 1 / (1 + np.exp(energy_eV / kT_eV))


def thermal_weight(level_eV):
    f = fermi(level_eV)
    return 2 * f * (1 - f) / (1 + f)


def matrix_current(GL, GR, fL, fR):
    """Carrier flow from the left: trap empty, spin up or spin down."""
    enter = GL * fL + GR * fR
    leave = GL * (1 - fL) + GR * (1 - fR)
    A = np.array([[1.0, 1.0, 1.0], [enter, -leave, 0], [enter, 0, -leave]])
    p = np.linalg.solve(A, [1.0, 0.0, 0.0])
    return 2 * GL * fL * p[0] - GL * (1 - fL) * (p[1] + p[2])


small = 1e-5
for level in (-0.03, 0.0, 0.04):
    flow = matrix_current(1.0, 3.0, fermi(level - small / 2),
                          fermi(level + small / 2))
    predicted = thermal_weight(level) * series(1.0, 3.0) * small / kT_eV
    assert abs(flow / predicted - 1) < 1e-3

# Uniform traps, half-maximum width, and unequal prefactors
S_mid = series(*rates(mid))
slab_nm = quad(lambda x: series(*rates(x)) / S_mid, 0, d_nm,
               points=[mid], epsabs=1e-11)[0]
assert abs(slab_nm / (np.pi / (2 * kappa_nm)) - 1) < 1e-5
width_nm = np.arccosh(2.0) / kappa_nm
assert abs(series(*rates(mid + width_nm / 2)) / S_mid - 0.5) < 1e-10
ratio = 10.0


def unequal(x):
    GL, GR = rates(x)
    return series(ratio * GL, GR)


best = minimize_scalar(lambda x: -np.log(unequal(x)), bounds=(0.5, 2.5),
                       method="bounded", options={"xatol": 1e-9})
asym_shift_nm = best.x - mid
assert abs(asym_shift_nm - np.log(ratio) / (4 * kappa_nm)) < 1e-5
assert abs(unequal(best.x) / (0.5 * gamma * np.sqrt(ratio)
                             * np.exp(-kappa * d)) - 1) < 1e-6


# Optimum with a tilted barrier and trap levels that follow the tilt
def biased_current(x, volts):
    def action(sign, length):
        return quad(lambda s: kappa_nm * np.sqrt(
            1 + sign * volts * s / (d_nm * U_eV)), 0, length,
            epsabs=1e-13, epsrel=1e-13)[0]
    GL = np.exp(-2 * action(+1, x))
    GR = np.exp(-2 * action(-1, d_nm - x))
    return matrix_current(GL / S_mid * gamma, GR / S_mid * gamma,
                          fermi(-volts * x / d_nm),
                          fermi(volts * (1 - x / d_nm)))


def optimum_shift_nm(volts):
    found = minimize_scalar(lambda x: -np.log(biased_current(x, volts)),
                            bounds=(mid - 0.1, mid + 0.1), method="bounded",
                            options={"xatol": 1e-9})
    return found.x - mid


def first_order_shift_nm(volts):
    """Includes the change of occupation and decay with trap position."""
    kd = kappa_nm * d_nm
    occupation = (1 - 1 / kd) / (24 * kappa_nm * kT_eV)
    tilt = d_nm * (1 + 2 / kd) / (16 * U_eV)
    return volts * (occupation - tilt)


for volts in (0.4 * bias, bias):
    bias_shift_nm = optimum_shift_nm(volts)
    assert abs(bias_shift_nm / first_order_shift_nm(volts) - 1) < 0.01


# Point trap in three dimensions: lateral Fourier transform, then rate
q0, z0 = 0.7, 1.3
transform = quad(lambda r: 2 * np.pi * r * j0(q0 * r)
                 * np.exp(-np.hypot(r, z0)) / np.hypot(r, z0), 0, 50,
                 limit=200)[0]
p0 = np.hypot(1.0, q0)
assert abs(transform / (2 * np.pi * np.exp(-p0 * z0) / p0) - 1) < 1e-6


def point_rate(x_nm, inplane=1.0):
    def integrand(q):
        p = np.hypot(kappa_nm, q)
        kz = np.sqrt(max(k_nm**2 - inplane * q**2, 0.0))
        vk, vb = hbar * kz / nm / m_e, hbar * p / nm / m_b
        return (q / p**2 * 4 * vk * vb**2 / (vk**2 + vb**2)
                * np.exp(-2 * (p - kappa_nm) * x_nm))
    value = quad(integrand, 0, k_nm / np.sqrt(inplane), limit=200)[0]
    return kappa * value * np.exp(-2 * kappa_nm * x_nm)


far = 10 * mid
assert abs(point_rate(far) * 2 * kappa_nm * far
           / (gamma * np.exp(-2 * kappa_nm * far)) - 1) < 0.03
scan = [series(point_rate(mid + s), point_rate(mid - s)) for s in offsets]
assert np.argmax(scan) == 4
G3 = point_rate(mid)
spread_factor = G3 / rates(mid)[0]
aniso_factor = point_rate(mid, inplane_mass_ratio) / G3
off3 = series(point_rate(mid + layer_nm), point_rate(mid - layer_nm)) / (G3 / 2)

# Conductance per trap and direct conductance per area
unit = e / kT_eV * thermal_weight(0.0)
cond_1d, cond_3d = unit * S_mid, unit * G3 / 2


def lateral_transmission(q):
    p, kz = np.hypot(kappa_nm, q), np.sqrt(max(k_nm**2 - q**2, 0.0))
    vk, vb = hbar * kz / nm / m_e, hbar * p / nm / m_b
    return (16 * vk**2 * vb**2 / (vk**2 + vb**2)**2
            * np.exp(-2 * (p - kappa_nm) * d_nm))


modes = quad(lambda q: q / (2 * np.pi) * lateral_transmission(q), 0, k_nm,
             limit=200)[0] / nm**2 * np.exp(-2 * kappa * d)
direct_cm2 = 2 * e**2 / h * modes * 1e-4
crossover_cm2 = direct_cm2 / cond_3d

# Sizes of neglected effects
thermal_direct = quad(lambda u: float(transmission(u, d_nm, mid, 0.0)) / T_exact
                      / (4 * kT_eV * np.cosh(u / (2 * kT_eV))**2),
                      -20 * kT_eV, 20 * kT_eV, points=[0.0], limit=200)[0]
image_scale = e / (16 * np.pi * C.epsilon_0 * eps_r * d)


def image_eV(u):
    return -image_scale * (-2 * np.euler_gamma - digamma(u) - digamma(1 - u))


n = np.arange(1, 20001, dtype=float)
u0 = 0.3
image_sum = -2 * image_scale * (1 / (2 * u0)
                                + np.sum(n / (n**2 - u0**2) - 1 / n))
assert abs(image_sum / image_eV(u0) - 1) < 1e-6
u = (np.arange(20000) + 0.5) / 20000
image_exponent = kappa * d * np.mean(
    np.sqrt(np.maximum(U_eV + image_eV(u), 0) / U_eV))
franz_exponent = kappa * d * np.sqrt(1 - U_eV / gap_eV)
detuned = []
for level in (-detuning_eV, detuning_eV):
    change = kappa * d * (1 - np.sqrt(1 - level / U_eV))
    detuned.append(thermal_weight(level) / thermal_weight(0.0) * np.exp(change))
overlap = np.exp(-relaxation_eV / phonon_eV)
field = bias / d * 1e-8


def show(label, value, unit_name="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit_name}".rstrip())


show("hBN layers", layers, "", "d")
show("thickness", d_nm, "nm")
show("layer spacing", layer_nm, "nm")
show("barrier height", U_eV, "eV")
show("barrier mass", mass_ratio, "electron masses")
show("electrode Fermi energy", fermi_eV, "eV")
show("temperature", temperature, "K")
show("bias", bias * 1e3, "mV")
show("kT", kT_eV * 1e3, "meV")
show("kappa", kappa_nm, "1/nm")
show("direct exponent 2 kappa d", 2 * kappa * d)
show("central-trap exponent kappa d", kappa * d)
show("exp(-2 kappa d)", np.exp(-2 * kappa * d))
show("exp(-kappa d)", np.exp(-kappa * d))
show("exact direct transmission", T_exact)
show("exact slope ratio, trap/direct", slope_ratio, "", ".6f")
show("largest resonance-area error", max(area_errors), "", ".2e")
show("rate prefactor gamma, 1D", gamma, "1/s")
show("central rate to one electrode, 1D", rates(mid)[0], "1/s")
show("hbar times that rate", hbar * rates(mid)[0] / e * 1e6, "ueV")
show("current one layer off / centre, 1D", series(*rates(mid + layer_nm)) / S_mid)
show("current two layers off / centre, 1D",
     series(*rates(mid + 2 * layer_nm)) / S_mid)
show("half-maximum full width", width_nm, "nm")
show("effective slab for uniform traps", slab_nm, "nm")
show("optimum shift for prefactor ratio 10", asym_shift_nm, "nm")
show("thermal weight at Fermi level", thermal_weight(0.0))
show("conductance per trap, 1D", cond_1d * 1e9, "nS")
show("current per trap, 1D", cond_1d * bias * 1e12, "pA")
show("3D/1D central rate", spread_factor)
show("central rate to one electrode, 3D", G3, "1/s")
show("conductance per trap, 3D", cond_3d * 1e9, "nS")
show("current per trap, 3D", cond_3d * bias * 1e12, "pA")
show("current one layer off / centre, 3D", off3)
show("direct conductance per area", direct_cm2, "S/cm2")
show("direct current density", direct_cm2 * bias, "A/cm2")
show("trap density for equal currents", crossover_cm2, "1/cm2")
show("optimum shift at this bias", bias_shift_nm * 1e3, "pm")
show("field", field, "MV/cm")
show("assumed rough breakdown field", breakdown_MV_cm, "MV/cm")
show("field / breakdown field", field / breakdown_MV_cm)
show("in-plane/normal mass tried", inplane_mass_ratio)
show("3D rate change factor from it", aniso_factor)
show("thermal factor on direct current", thermal_direct)
show("relative permittivity for image force", eps_r)
show("image lowering at centre", -image_eV(0.5), "eV")
show("kappa d with image force", image_exponent)
show("band gap for two-band estimate", gap_eV, "eV")
show("kappa d with two-band dispersion", franz_exponent)
show("trap-level misalignment tried", detuning_eV, "eV")
show("current factor, level below Fermi", detuned[0])
show("current factor, level above Fermi", detuned[1])
show("relaxation energy tried", relaxation_eV, "eV")
show("phonon energy tried", phonon_eV, "eV")
show("zero-phonon rate factor", overlap)
print("done: every assertion held")
```

Running it gives:

```
hBN layers: 9
thickness: 3 nm
layer spacing: 0.3333 nm
barrier height: 3 eV
barrier mass: 0.3 electron masses
electrode Fermi energy: 5 eV
temperature: 300 K
bias: 10 mV
kT: 25.85 meV
kappa: 4.86 1/nm
direct exponent 2 kappa d: 29.16
central-trap exponent kappa d: 14.58
exp(-2 kappa d): 2.164e-13
exp(-kappa d): 4.652e-07
exact direct transmission: 7.695e-13
exact slope ratio, trap/direct: 0.499986
largest resonance-area error: 7.97e-05
rate prefactor gamma, 1D: 1.719e+16 1/s
central rate to one electrode, 1D: 7.996e+09 1/s
hbar times that rate: 5.263 ueV
current one layer off / centre, 1D: 0.07819
current two layers off / centre, 1D: 0.003067
half-maximum full width: 0.271 nm
effective slab for uniform traps: 0.3232 nm
optimum shift for prefactor ratio 10: 0.1184 nm
thermal weight at Fermi level: 0.3333
conductance per trap, 1D: 8.259 nS
current per trap, 1D: 82.59 pA
3D/1D central rate: 0.06653
central rate to one electrode, 3D: 5.32e+08 1/s
conductance per trap, 3D: 0.5495 nS
current per trap, 3D: 5.495 pA
current one layer off / centre, 3D: 0.06439
direct conductance per area: 0.0007718 S/cm2
direct current density: 7.718e-06 A/cm2
trap density for equal currents: 1.404e+06 1/cm2
optimum shift at this bias: 2.37 pm
field: 0.03333 MV/cm
assumed rough breakdown field: 10 MV/cm
field / breakdown field: 0.003333
in-plane/normal mass tried: 0.5
3D rate change factor from it: 1.003
thermal factor on direct current: 1.029
relative permittivity for image force: 3
image lowering at centre: 0.1109 eV
kappa d with image force: 13.39
band gap for two-band estimate: 6 eV
kappa d with two-band dispersion: 10.31
trap-level misalignment tried: 0.2 eV
current factor, level below Fermi: 0.0008115
current factor, level above Fermi: 0.00429
relaxation energy tried: 0.3 eV
phonon energy tried: 0.15 eV
zero-phonon rate factor: 0.1353
done: every assertion held
```
